# Hyperbolic-sine subthreshold current from hopping between equally spaced traps

Suppose the current through an amorphous chalcogenide film is computed from the electrons that hop in the direction of the electric force on them, each helped over its barrier by half the potential drop between neighbouring traps. The result is a pure exponential in voltage, and it fails at the origin: it predicts a current at zero voltage. For the film treated below that spurious current is 0.21 nA, and at 0.01 V the forward hops alone give about 26 times the net current. Subtracting the reverse hops removes the fault and produces a hyperbolic sine. The derivation also shows what the fitted parameters mean: which energy is the activation energy, where trap filling enters, and how well the voltage slope measures the trap spacing.

## Setting and assumptions

The text treats electrons; for holes, energies are counted downward. The charge $q$ is positive, $I$ is the magnitude of the current, and $z$ points along the force on an electron, so a forward hop goes towards larger $z$. Energies are in eV and lengths in nm, the natural units of a thin film.

A film of thickness $u$ and area $A$ carries a voltage $V\ge 0$. The assumptions are these.

**A1.** The field is uniform, $F=V/u$. Space charge is neglected.

**A2.** Identical traps, of volume density $N_T$, lie on planes a distance $a$ apart and form parallel chains along $z$. Each chain has $L$ interior traps, and $u=(L+1)a$.

**A3.** A trap holds at most one electron. Apart from this exclusion, electrons do not interact.

**A4.** An electron hops to the adjacent plane by thermal activation over a barrier, and thermalizes there before hopping again. The attempt frequency $\nu_0$ is the same for both directions and independent of field. Tunnelling is neglected.

**A5.** At zero field the trap level is $E_T$ and the barrier top is $E_B$. The barrier is mirror symmetric, and in a field its top stays at the midpoint between the traps.

**A6.** Both contact planes are held at the equilibrium occupancy
$$c=\frac{1}{1+e^{(E_T-E_F)/kT}},\tag{1}$$
with spin degeneracy neglected. The difference $E_T-E_F$ is taken locally: the Fermi level of each contact is shifted together with its trap level.

**Theorem.** Under A1–A6 the steady current is
$$I=I_0\sinh x,\qquad x=\frac{qVa}{2kTu},\tag{2}$$
$$I_0=2qAN_Ta\,\nu_0(1-c)^2e^{-(E_B-E_F)/kT}.\tag{3}$$

When $c\ll1$ the factor $(1-c)^2$ may be dropped.

## The two hopping rates

**Lemma 1.** Write $W=E_B-E_T$. Under A1, A4 and A5,
$$\Gamma_\pm=\nu_0e^{-W/kT}e^{\pm x},\qquad \Gamma_+-\Gamma_-=2\nu_0e^{-W/kT}\sinh x.\tag{4}$$

*Proof.* The field adds $-qFz$ to the energy. With the starting trap at $z=0$, its level stays at $E_T$, the midpoint top falls to $E_B-qFa/2$, and the next trap level falls to $E_T-qFa$. The forward barrier is therefore
$$\left(E_B-\frac{qFa}{2}\right)-E_T=W-\frac{qFa}{2},$$
and the reverse barrier, measured from the lower trap, is
$$\left(E_B-\frac{qFa}{2}\right)-(E_T-qFa)=W+\frac{qFa}{2}.$$
Dividing by $kT$ and using $qFa/2kT=x$ gives the rates; subtracting them gives the sine. ∎

The factor one half in $x$ arises because half of the drop lies between a trap and the barrier top. The ratio of the rates contains the whole drop, $\Gamma_+/\Gamma_-=e^{2x}=e^{qFa/kT}$, as detailed balance requires for levels separated by $qFa$.

**Remark (a top that moves).** Let the top lie at a height $r(F)$ above the midpoint estimate. Both directions cross the same top, so both barriers grow by $r$:
$$\Gamma_+-\Gamma_-=2\nu_0e^{-[W+r(F)]/kT}\sinh x.\tag{5}$$
Mirror symmetry makes the reverse barrier at $F$ equal to the forward barrier at $-F$:
$$W+r(F)+\frac{qFa}{2}=W+r(-F)-\frac{q(-F)a}{2}.$$
Hence $r(F)=r(-F)$. The sine comes from the level difference and survives any symmetric barrier; the constancy of its prefactor is a separate assumption about the top.

## Many electrons on one chain

The net flux along a bond involves the joint probability that one trap is full and the next empty. Replacing it by a product of occupancies would ordinarily be a mean-field approximation. Here the product can be proved.

**Lemma 2.** Let $n_i\in\{0,1\}$ be the occupation of trap $i$, with $i=1,\dots,L$. The steady distribution is
$$P(n)=\prod_{i=1}^{L}c^{\,n_i}(1-c)^{1-n_i},\tag{6}$$
and the net electron flux through each bond is
$$J=(\Gamma_+-\Gamma_-)\,c(1-c).\tag{7}$$

*Proof.* Put $D=\Gamma_+-\Gamma_-$. For a configuration $n$, compute the gain minus the loss of probability caused by each bond, divided by $P(n)$.

*Interior bond $(i,i+1)$.* A hop conserves the number of electrons, so the configurations before and after it have equal weight in (6). If $n_i=0$ and $n_{i+1}=1$, the configuration is gained by a forward hop and lost by a reverse one, giving $\Gamma_+-\Gamma_-=D$. If $n_i=1$ and $n_{i+1}=0$, the roles are exchanged, giving $-D$. If the occupations are equal, no hop occurs. All cases are contained in $D(n_{i+1}-n_i)$, and the sum telescopes:
$$\sum_{i=1}^{L-1}D(n_{i+1}-n_i)=D(n_L-n_1).$$

*Left contact.* Electrons enter trap 1 at rate $\Gamma_+c$ and leave it at rate $\Gamma_-(1-c)$. If $n_1=1$, the preceding configuration has $n_1=0$ and relative weight $(1-c)/c$, so
$$\frac{1-c}{c}\,\Gamma_+c-\Gamma_-(1-c)=D(1-c).$$
If $n_1=0$, the preceding configuration has relative weight $c/(1-c)$, so
$$\frac{c}{1-c}\,\Gamma_-(1-c)-\Gamma_+c=-Dc.$$
Together these are $D(n_1-c)$.

*Right contact.* Electrons leave trap $L$ at rate $\Gamma_+(1-c)$ and enter it at rate $\Gamma_-c$. For $n_L=1$ the balance is
$$\frac{1-c}{c}\,\Gamma_-c-\Gamma_+(1-c)=-D(1-c),$$
and for $n_L=0$ it is
$$\frac{c}{1-c}\,\Gamma_+(1-c)-\Gamma_-c=Dc.$$
Together these are $D(c-n_L)$.

The total is
$$D\left[(n_L-n_1)+(n_1-c)+(c-n_L)\right]=0,$$
so (6) is stationary. For $0<c<1$ the contacts can fill and empty the chain, every configuration can be reached from every other, and the steady distribution is unique.

In (6) different traps are independent, and the contacts also have occupancy $c$. Each bond therefore carries $\Gamma_+c(1-c)-\Gamma_-c(1-c)$, which is (7). ∎

The equality of the contact occupancies is essential to this proof: with different values the constants in the last sum would not cancel.

## From trap depth to Fermi level

**Lemma 3.** The occupancy (1) satisfies
$$c(1-c)e^{-(E_B-E_T)/kT}=(1-c)^2e^{-(E_B-E_F)/kT}.\tag{8}$$

*Proof.* From (1), $c/(1-c)=e^{-(E_T-E_F)/kT}$. Substitute $c=(1-c)e^{-(E_T-E_F)/kT}$ for the first factor on the left. The exponents add, and $E_T$ cancels:
$$-(E_T-E_F)-(E_B-E_T)=-(E_B-E_F).\qquad∎$$

A deeper trap releases its electron more slowly but is occupied more often. In the dilute limit the two effects cancel, and the current is governed by $E_B-E_F$ rather than by the trap depth. One factor $1-c$ comes from Fermi statistics in the starting trap, the other from the need for an empty destination.

*Proof of the theorem.* A plane contains $N_Ta$ traps per unit area, so there are $N_TaA$ parallel chains. Multiply this number by $q$ and by the flux (7), then insert (4):
$$I=qN_TaA\,c(1-c)\,2\nu_0e^{-(E_B-E_T)/kT}\sinh x.$$
Lemma 3 turns this into (2) and (3). ∎

## Limits and measurable slopes

**Low voltage.** For $x\ll1$, $\sinh x\simeq x$, and the conductance is
$$G=\frac{I_0x}{V}=\frac{q^2AN_Ta^2\nu_0(1-c)^2}{kTu}e^{-(E_B-E_F)/kT}.\tag{9}$$
This agrees with diffusion. At zero field one electron on an empty chain hops at rate $\Gamma_0=\nu_0e^{-W/kT}$ in each direction. Its mean square displacement is $2\Gamma_0a^2t$, so its diffusion coefficient is $D_0=\Gamma_0a^2$. With (8), equation (9) becomes $G=(A/u)\,q^2N_Tc(1-c)D_0/kT$, the Nernst–Einstein relation with the exclusion factor.

**High voltage.** For $x\gg1$ the reverse hops are negligible and $I\simeq\tfrac12I_0e^x$. Relative to the full law this estimate is too large by the factor $1/(1-e^{-2x})$. The limit is bounded from above: activated hopping needs a forward barrier $W-qFa/2$ well above $kT$, so $x$ must stay below $W/kT$. For the film treated below $W/kT=7.7$, and the fixed-top barrier vanishes at 4 V.

**Voltage slope.** At any $V>0$, since $dx/dV=x/V$,
$$\frac{d\ln I}{dV}=\frac{x}{V}\coth x.\tag{10}$$
The spacing inferred as $(2kTu/q)\,d\ln I/dV$ is therefore $a\coth x$, which exceeds $a$ and approaches it at large $x$.

**Activation energy.** Let $\beta=1/kT$ and $\Delta=E_T-E_F$, and keep $\nu_0$ and the energy differences independent of temperature. Since $\ln(1-c)=-\ln(1+e^{-\beta\Delta})$,
$$\frac{d\ln(1-c)}{d\beta}=\frac{\Delta e^{-\beta\Delta}}{1+e^{-\beta\Delta}}=c\Delta.$$
Also $x=\beta qFa/2$, so $d\ln\sinh x/d\beta=(qFa/2)\coth x$. Hence
$$E_a=-\frac{d\ln I}{d\beta}=E_B-E_F-2c\Delta-\frac{qFa}{2}\coth x.\tag{11}$$
As $F\to0$ the last term tends to $kT$, not to zero, because the ohmic conductance carries a prefactor $1/T$.

## When the barrier top moves

Assumption A5 can be examined for two Coulomb wells, as for traps that are positively charged when empty. Let $K=q^2/4\pi\varepsilon$, neglect the potentials of all other traps, and let each trap level move with the centre of its well. Between the wells
$$U(z)=-\frac{K}{z}-\frac{K}{a-z}-qFz.$$

**Proposition 1.** To leading order in $s=qFa^2/16K$, the top lies above the midpoint estimate by
$$r(F)=\frac{q^2F^2a^3}{64K},\tag{12}$$
and the current (2) is multiplied by $e^{-r(F)/kT}$.

*Proof.* Set $z=\tfrac a2(1+t)$. The two Coulomb terms combine to
$$-\frac{2K}{a}\left(\frac1{1+t}+\frac1{1-t}\right)=-\frac{4K}{a}\,\frac1{1-t^2}.$$
Expanding to second order in $t$, and using $qFa/2=(8K/a)s$,
$$U\simeq-\frac{4K}{a}-\frac{qFa}{2}-\frac{4K}{a}\left(t^2+2st\right).$$
Since $t^2+2st=(t+s)^2-s^2$, the maximum is at $t=-s$, and it lies $4Ks^2/a$ above the value at $t=0$. Substituting $s$ gives (12), and (5) gives the current factor. ∎

The next term of the expansion, $-(4K/a)t^4$ taken at $t=-s$, lowers $r$ by the relative amount $s^2$. Two conditions must be kept apart: $s\ll1$ makes (12) accurate, while $r\ll kT$ makes the pure sine accurate.

**Proposition 2.** For the Coulomb barrier, as for the fixed top, $I$ increases with $V$ at fixed $T$, $c$ and $\nu_0$.

*Proof.* For the fixed top, $\sinh x$ increases with $V$. For the Coulomb barrier, let $U_0$ be the zero-field potential and $M(F)=\max_z[U_0(z)-qFz]$ over $0<z<a$. The maximum is attained inside, because $U_0\to-\infty$ at both ends. Let $F_2>F_1$, with the maximum for $F_2$ at $z_2>0$. Then
$$M(F_2)=U_0(z_2)-qF_2z_2<U_0(z_2)-qF_1z_2\le M(F_1).$$
The forward barrier thus falls with field. By mirror symmetry the reverse barrier depends on $M(-F)$ and rises. So $\Gamma_+$ grows, $\Gamma_-$ shrinks, and their difference increases. ∎

As long as the forward barrier survives, the current is thus a smoothly increasing function of voltage, and the model contains no threshold voltage at which the film would switch abruptly to a highly conducting state. A theory of such switching must relax an assumption, for instance by letting the temperature, the occupancy or the field distribution change with the current.

## A worked film

Take round model parameters: $a=5$ nm, $u=50$ nm, $A=2500$ nm², $N_T=a^{-3}=0.008$ nm⁻³, $T=300$ K, $E_B-E_F=0.35$ eV, $E_T-E_F=0.15$ eV and $\nu_0=10^{13}$ s⁻¹. There are $0.008\times5\times2500=100$ chains of nine interior traps. With $kT=0.02585$ eV, the occupancy is $c=0.0030$ and $(1-c)^2=0.994$. In (3),
$$I_0=2(1.602\times10^{-19}\,\mathrm C)(100)(10^{13}\,\mathrm{s^{-1}})(0.994)(1.319\times10^{-6})=0.420\ \mathrm{nA}.$$
At 1 V the drop between planes is 0.1 eV, so $x=0.05/0.02585=1.934$ and
$$I=0.420\times3.387=1.42\ \mathrm{nA},$$
or $2.15\times10^{-7}$ atomic units of current. The ohmic line $G=0.813$ nA/V would give 0.81 nA. The forward barrier is still $0.20-0.05=0.15$ eV, nearly $6kT$, so escape over the top remains a rare, thermally activated event. This does not by itself justify neglecting tunnelling, which also depends on the width and shape of the barrier and on the effective mass, and which can dominate for light carriers.

The master equation for all 512 configurations of a chain was solved numerically without assuming (6). At five voltages from 0.01 to 1 V its current agrees with (2) within the tested relative tolerance of $10^{-7}$. This checks the statistics of the model, not its assumptions about a real film.

Exclusion is hardly visible at this occupancy. With $E_T-E_F=0.01$ eV instead, $c=0.40$, and the master equation gives 0.508 nA at 1 V. Without $(1-c)^2$ the formula would give 1.43 nA, too large by a factor of 2.8.

The activation energy at 0.01 V is $0.35-0.0009-0.0259=0.323$ eV. At 1 V, $\coth x=1.043$, and it is $0.35-0.0009-0.0521=0.297$ eV. It falls by 0.026 eV, about half of the 0.05 eV barrier lowering, because the low-field value already contains the $-kT$.

For Coulomb wells with relative permittivity 10, $K=0.144$ eV nm. The given $E_B$ already includes the zero-field lowering $4K/a=0.115$ eV due to overlap. At 1 V, $s=0.217$ and (12) gives $r=0.0054$ eV; the numerically located top gives 0.0052 eV. Equation (12) is thus about 4% too high relative to the located value, in line with $s^2=0.047$. Small as it is, this rise is a fifth of $kT$, and it reduces the current from 1.42 to 1.16 nA. These figures belong to the classical two-well model. At $c=0.003$ nearly all other traps are charged as well, which changes the curvature of the top by several per cent. Tunnelling is not small either: the curvature $32K/a^3$ gives $\hbar\omega\approx0.053$ eV for the free-electron mass, so the parabolic-barrier factor $(\hbar\omega/2kT)/\sin(\hbar\omega/2kT)$ is about 1.2, as large as the effect just found, and for masses near $0.1\,m_e$ tunnelling dominates.

The effect on the inferred spacing is instructive. With a fixed top, the slope at 1 V is 2.017 V⁻¹ and gives 5.2 nm, 4% above the true 5 nm, as (10) predicts. With Coulomb tops the slope is 1.630 V⁻¹ and gives 4.2 nm, 16% below it. At 1 V the moving top outweighs the $\coth x$ error and reverses its sign. To leading order (12) makes the inferred spacing $a(\coth x-s)$, so the sign depends on voltage: below about 0.7 V the $\coth x$ term prevails and the inferred spacing still exceeds $a$. A spacing read from the voltage slope therefore depends on the barrier model. The complete set of values is in the numerical output.

## Calculated quantities

```
spacing a = 5.0 nm, thickness u = 50.0 nm
area A = 2500 nm^2, trap density N = 0.0080 nm^-3
parallel chains = 100, interior planes = 9
occupation states per chain = 512
temperature = 300 K, kT = 0.02585 eV
EB-EF = 0.35 eV, ET-EF = 0.15 eV, EB-ET = 0.20 eV
attempt frequency = 1.0e+13 1/s
occupancy c = 0.00301, (1-c)^2 = 0.99399
Boltzmann factor exp(-(EB-EF)/kT) = 1.3190e-06
current prefactor I0 (I = I0 sinh x) = 0.42013 nA
voltage at which x = 1: 0.5170 V
V (V) | x | law (nA) | master eq. (nA) | Coulomb tops (nA)
0.01 | 0.0193 | 0.00813 | 0.00813 | 0.00813
0.25 | 0.4835 | 0.21115 | 0.21115 | 0.20840
0.50 | 0.9670 | 0.47263 | 0.47263 | 0.44874
0.75 | 1.4506 | 0.84678 | 0.84678 | 0.75468
1.00 | 1.9341 | 1.42279 | 1.42279 | 1.16354
law at 1 V in atomic units of current = 2.1481e-07
dense case ET-EF = 0.01 eV: c = 0.4045
dense case at 1 V: master eq. = 0.50763 nA
dense case at 1 V: formula without (1-c)^2 = 1.43140 nA
ohmic conductance = 0.81256 nA/V
d ln I/dV at 1 V: master eq. = 2.0166 1/V, x/V = 1.9341 1/V
activation energy at 0.01 V: master eq. = 0.32324 eV, formula = 0.32324 eV
activation energy at 1.00 V: master eq. = 0.29696 eV, formula = 0.29696 eV
relative permittivity = 10, K = 0.14400 eV nm
field at 1 V = 0.020 V/nm, half drop qFa/2 = 0.0500 eV
zero-field lowering by overlap 4K/a = 0.1152 eV
small parameter s at 1 V = 0.2170
rise of top at 1 V: located = 0.005200 eV, formula = 0.005425 eV
current factor at 1 V: master eq. = 0.8178, formula = 0.8107
d ln I/dV at 1 V with Coulomb tops = 1.6298 1/V
spacing inferred from slope, fixed top = 5.213 nm
spacing inferred from slope, Coulomb tops = 4.213 nm
```
